**First-order quartic shift of an oscillator's lowest transition**

For H = p²/(2m) + mω²x²/2 + g x⁴, the program tests that the lowest transition energy rises by 12 g s² to first order in g, where s = ħ/(2mω) is the ground-state variance of x at g = 0. It asserts the matrix elements of x⁴ by Gauss–Hermite quadrature, and the slope of the gap by grid diagonalization with unequal values of ħ, m and ω. Further assertions cover the second-order term, the effect of a cubic term, a second soft direction, the thermal mean at weak coupling and the recoil of a cage. The computed slope agrees with the formula to about two parts in a million. For a strontium-mass atom with rough parameters ħω = 4 meV and g = 200 meV/Å⁴, the first-order rise is 0.0854 meV and diagonalization gives 0.0820 meV. At 300 K the first-order mean rise is 1.105 meV against 0.673 meV from diagonalization, so first order fails there.

## Numerical check

```python
"""
Result under test: for H = p^2/(2m) + m w^2 x^2/2 + g x^4 the lowest
transition energy rises, to first order in g, by 12 g s^2, s = hbar/(2 m w).

Symbols: m mass, w angular frequency at the potential minimum, g quartic
coefficient, c cubic coefficient, s ground-state variance of x at g = 0,
hw = hbar*w, kin = hbar^2/(2m), kT thermal energy.
Dimensionless tests use hbar = m = w = 1, for which s = 1/2.
"""
import math
import numpy as np
from scipy import constants as const


def solve_grid(kin, potential, half_width, points):
    """Levels and states of -kin d2/dx2 + V(x) in a sinc-function basis."""
    x = np.linspace(-half_width, half_width, points)
    dx = x[1] - x[0]
    i = np.arange(points)
    d = i[:, None] - i[None, :]
    safe = np.where(d == 0, 1, d)
    sign = np.where(d % 2 == 0, 1.0, -1.0)
    kinetic = np.where(d == 0, math.pi**2 / 3, 2.0 * sign / safe**2)
    h = kin / dx**2 * kinetic + np.diag(potential(x))
    energy, states = np.linalg.eigh(h)
    return energy, states, x


def unit_gap(g, c=0.0):
    """Lowest gap for hbar = m = w = 1."""
    e, _, _ = solve_grid(
        0.5, lambda x: x**2 / 2 + c * x**3 + g * x**4, 10.0, 201)
    return e[1] - e[0]


def thermal_mean_gap(energy, states, x, kT, count):
    """Absorption-weighted mean of the transitions n -> n+1."""
    p = np.exp(-(energy[:count + 1] - energy[0]) / kT)
    dipole = np.array([np.sum(states[:, n] * x * states[:, n + 1])
                       for n in range(count)])
    weight = dipole**2 * (p[:-1] - p[1:])
    return np.sum(weight * np.diff(energy[:count + 1])) / np.sum(weight)


# Matrix elements of x^4 by quadrature over oscillator wavefunctions
nodes, weights = np.polynomial.hermite.hermgauss(40)


def x4_element(a, b):
    ha = np.polynomial.hermite.hermval(nodes, [0] * a + [1])
    hb = np.polynomial.hermite.hermval(nodes, [0] * b + [1])
    norm = math.sqrt(math.pi * 2.0**(a + b)
                     * math.factorial(a) * math.factorial(b))
    return np.sum(weights * ha * hb * nodes**4) / norm


s_unit = 0.5
for n in range(7):
    formula = s_unit**2 * (6 * n**2 + 6 * n + 3)
    assert abs(x4_element(n, n) / formula - 1) < 1e-10
for a, b, coefficient in [(0, 2, 6 * math.sqrt(2)), (0, 4, math.sqrt(24)),
                          (1, 3, 10 * math.sqrt(6)), (1, 5, math.sqrt(120))]:
    assert abs(x4_element(a, b) - coefficient * s_unit**2) < 1e-10

# Slope of the true gap at g -> 0 for unequal hbar, m and w
hb, mass, omega = 1.3, 1.7, 0.6
length = math.sqrt(hb / (mass * omega))


def general_gap(g):
    e, _, _ = solve_grid(
        hb**2 / (2 * mass),
        lambda x: mass * omega**2 * x**2 / 2 + g * x**4, 10 * length, 201)
    return e[1] - e[0]


step = 1e-4
slope_full = (general_gap(step) - hb * omega) / step
slope_half = (general_gap(step / 2) - hb * omega) / (step / 2)
slope = 2 * slope_half - slope_full   # removes the error linear in step
slope_formula = 12 * (hb / (2 * mass * omega))**2
# remaining error is quadratic in the step
assert abs(slope / slope_formula - 1) < 1e-4

# Second-order term: explicit sum over states, and curvature of the true gap
second = []
for n in (0, 1):
    second.append(sum(x4_element(k, n)**2 / (n - k)
                      for k in range(10) if k != n))
assert abs(second[0] + 42 * s_unit**4) < 1e-9
assert abs(second[1] + 330 * s_unit**4) < 1e-9


def curvature(g):
    return (unit_gap(g) - 1 - 12 * g * s_unit**2) / g**2


curve = 2 * curvature(5e-4) - curvature(1e-3)
# remaining error is quadratic in g with a large series coefficient
assert abs(curve / (-288 * s_unit**4) - 1) < 2e-3

# Cubic term alone: second-order change of the gap


def cubic_ratio(c):
    return (unit_gap(0.0, c) - 1) / c**2


cubic = (4 * cubic_ratio(0.005) - cubic_ratio(0.01)) / 3
assert abs(cubic / (-60 * s_unit**3) - 1) < 1e-4

# Two equal directions with potential g (x^2 + y^2)^2
size = 12
lower = np.diag(np.sqrt(np.arange(1, size)), 1)
x_op = (lower + lower.T) * math.sqrt(s_unit)
one = np.eye(size)
r2 = np.kron(x_op @ x_op, one) + np.kron(one, x_op @ x_op)
number = np.diag(np.arange(size, dtype=float))
h_plane = np.kron(number, one) + np.kron(one, number)


def plane_slope(g):
    e = np.linalg.eigvalsh(h_plane + g * r2 @ r2)
    return (e[1] - e[0] - 1) / g


plane = 2 * plane_slope(5e-5) - plane_slope(1e-4)
assert abs(plane / (16 * s_unit**2) - 1) < 1e-4

# Thermal mean of the transition energy in the weak-coupling limit
g_weak = 1e-5
e_w, v_w, x_w = solve_grid(
    0.5, lambda x: x**2 / 2 + g_weak * x**4, 10.0, 201)
thermal_slope = (thermal_mean_gap(e_w, v_w, x_w, 1.0, 30) - 1) / g_weak
thermal_formula = 12 * s_unit**2 / math.tanh(0.5)
# the second-order term is of relative size 1e-4 here
assert abs(thermal_slope / thermal_formula - 1) < 2e-3

# Worked example: Sr guest atom in a clathrate cage, rough parameters
mass_u = 87.62          # u
hw = 4.0                # meV
g = 200.0               # meV/angstrom^4
c_disorder = 30.0       # meV/angstrom^3
cage_atoms, cage_atom_u = 24, 72.0
T_cold, T_use = 5.0, 300.0
meV = 1e-3 * const.e
m_kg = mass_u * const.atomic_mass
kin = const.hbar**2 / (2 * m_kg) / meV * 1e20   # meV angstrom^2
s = const.hbar**2 / (2 * m_kg * hw * meV) * 1e20
half_k = m_kg * (hw * meV / const.hbar)**2 / 2 / meV * 1e-20
gs2 = g * s**2
shift = 12 * gs2
second_shift = -288 * gs2**2 / hw

energy, states, x = solve_grid(
    kin, lambda q: half_k * q**2 + g * q**4, 1.6, 281)
true_shift = energy[1] - energy[0] - hw
# the third-order term is below one percent of the first-order shift
assert abs(true_shift - shift - second_shift) < 0.01 * shift

cubic_shift = -60 * c_disorder**2 * s**3 / hw
c_cancel = math.sqrt(g * hw / (5 * s))

# Recoil: relative zero-point variance from the two-body normal mode
cage_u = cage_atoms * cage_atom_u
root = np.sqrt(np.array([mass_u, cage_u]))
hessian = np.array([[1.0, -1.0], [-1.0, 1.0]]) / np.outer(root, root)
_, modes = np.linalg.eigh(hessian)
relative = modes[0, 1] / root[0] - modes[1, 1] / root[1]
s_recoil = s * mass_u * relative**2     # same observed frequency
assert abs(s_recoil / s - (1 + mass_u / cage_u)) < 1e-10
recoil_shift = 12 * g * s_recoil**2

kT_cold = const.k * T_cold / meV
kT_use = const.k * T_use / meV
boltz = np.exp(-(energy[:101] - energy[0]) / kT_cold)
ground_population = 1 / np.sum(boltz)
assert math.exp(-(energy[100] - energy[0]) / kT_use) < 1e-8
hot_first = shift / math.tanh(hw / (2 * kT_use))
hot_true = thermal_mean_gap(energy, states, x, kT_use, 100) - hw

print("TESTS (dimensionless unless stated)")
print(f"gap slope / (12 s^2), grid: {slope / slope_formula:.6f}")
print(f"second-order gap coefficient, grid: {curve / s_unit**4:.2f}")
print(f"cubic gap coefficient, grid: {cubic / s_unit**3:.3f}")
print(f"planar gap coefficient, matrix: {plane / s_unit**2:.4f}")
print(f"thermal slope / formula, grid: {thermal_slope/thermal_formula:.5f}")
print("EXAMPLE INPUTS (rough)")
print(f"guest mass: {mass_u:.2f} u")
print(f"harmonic quantum hbar*w: {hw:.2f} meV")
print(f"quartic coefficient g: {g:.0f} meV/angstrom^4")
print("EXAMPLE RESULTS")
print(f"hbar^2/(2m): {kin:.5f} meV angstrom^2")
print(f"m w^2/2: {half_k:.1f} meV/angstrom^2")
print(f"s = hbar/(2 m w): {s:.6f} angstrom^2")
print(f"zero-point rms displacement: {math.sqrt(s):.4f} angstrom")
print(f"g s^2: {gs2:.6f} meV")
print(f"ground-level rise 3 g s^2: {3 * gs2:.5f} meV")
print(f"first-excited-level rise 15 g s^2: {15 * gs2:.5f} meV")
print(f"transition rise 12 g s^2: {shift:.5f} meV")
print(f"same rise as frequency: {shift*meV/const.h/1e9:.2f} GHz")
print(f"rise relative to hbar*w: {100 * shift / hw:.2f} %")
print(f"first-order transition energy: {hw + shift:.4f} meV")
print(f"transition rise by diagonalization: {true_shift:.5f} meV")
print("NEGLECTED EFFECTS")
print(f"second-order change of gap: {second_shift:.5f} meV")
print(f"cubic coefficient assumed: {c_disorder:.0f} meV/angstrom^3")
print(f"cubic change of gap: {cubic_shift:.5f} meV")
print(f"cubic coefficient that cancels: {c_cancel:.0f} meV/angstrom^3")
print(f"added by second soft direction: {4 * gs2:.5f} meV")
print(f"cage mass assumed: {cage_u:.0f} u")
print(f"rise with cage recoil: {recoil_shift:.5f} meV")
print(f"ground population at {T_cold:.0f} K: {ground_population:.5f}")
print(f"kT at {T_use:.0f} K: {kT_use:.2f} meV")
print(f"mean rise at {T_use:.0f} K, first order: {hot_first:.3f} meV")
print(f"mean rise at {T_use:.0f} K, diagonalized: {hot_true:.3f} meV")
print("all tests passed")
```

It prints:

```
TESTS (dimensionless unless stated)
gap slope / (12 s^2), grid: 0.999998
second-order gap coefficient, grid: -287.97
cubic gap coefficient, grid: -60.000
planar gap coefficient, matrix: 16.0000
thermal slope / formula, grid: 0.99978
EXAMPLE INPUTS (rough)
guest mass: 87.62 u
harmonic quantum hbar*w: 4.00 meV
quartic coefficient g: 200 meV/angstrom^4
EXAMPLE RESULTS
hbar^2/(2m): 0.02385 meV angstrom^2
m w^2/2: 167.7 meV/angstrom^2
s = hbar/(2 m w): 0.005963 angstrom^2
zero-point rms displacement: 0.0772 angstrom
g s^2: 0.007113 meV
ground-level rise 3 g s^2: 0.02134 meV
first-excited-level rise 15 g s^2: 0.10669 meV
transition rise 12 g s^2: 0.08535 meV
same rise as frequency: 20.64 GHz
rise relative to hbar*w: 2.13 %
first-order transition energy: 4.0854 meV
transition rise by diagonalization: 0.08200 meV
NEGLECTED EFFECTS
second-order change of gap: -0.00364 meV
cubic coefficient assumed: 30 meV/angstrom^3
cubic change of gap: -0.00286 meV
cubic coefficient that cancels: 164 meV/angstrom^3
added by second soft direction: 0.02845 meV
cage mass assumed: 1728 u
rise with cage recoil: 0.09423 meV
ground population at 5 K: 0.99992
kT at 300 K: 25.85 meV
mean rise at 300 K, first order: 1.105 meV
mean rise at 300 K, diagonalized: 0.673 meV
all tests passed
```
